# Comment on rescaling the full velocity vector after a surface hop: a numerical check

```python
"""
Result under test: after a surface hop, rescaling the full velocity vector lets
uncoupled spectator atoms pay for the gap, so the accepted fraction of upward
hops grows with system size. Adjustment along the derivative coupling d does not.
Symbols: gap = energy to be paid, kT = thermal energy, f = number of kinetic
degrees of freedom, x = gap/kT, K = total kinetic energy,
K_d = (d.v)^2 / (2 sum d_i^2/m_i) = kinetic energy available along d,
Q(a, x) = regularized upper incomplete gamma function (scipy gammaincc).
Thermal formulas weight hop attempts by |d.v|.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import gammaincc

rng = np.random.default_rng(2718)
k_ev = const.k / const.e
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
temperature = 300.0
kt_ev = k_ev * temperature
kt_au = kt_ev / hartree_ev

# ---- Largest energy that a momentum change along d can release ----
n_dof = 15
masses = np.repeat(np.array([1.0, 3.0, 2.0, 5.0, 4.0]), 3)
coupling = np.zeros(n_dof)
coupling[:6] = [0.7, -0.2, 0.4, -0.5, 0.3, 0.1]
for _ in range(5):
    momentum = rng.normal(size=n_dof) * np.sqrt(masses)
    kinetic = np.sum(momentum**2 / (2 * masses))
    best = minimize_scalar(
        lambda g: np.sum((momentum - g * coupling)**2 / (2 * masses)))
    available = (np.dot(coupling, momentum / masses)**2
                 / (2 * np.sum(coupling**2 / masses)))
    assert abs(kinetic - best.fun - available) < 1e-7

# ---- Thermal acceptance: sampled velocities against gamma functions ----
n_samples = 400000
velocity = rng.normal(size=(n_samples, n_dof)) / np.sqrt(masses)
projection = velocity @ coupling
weight = np.abs(projection)
k_along = projection**2 / (2 * np.sum(coupling**2 / masses))
k_total = 0.5 * (velocity**2) @ masses
worst_thermal = 0.0
for x in (0.5, 2.0, 6.0):
    sampled = [np.average(k_along >= x, weights=weight),
               np.average(k_total >= x, weights=weight),
               np.average(k_total / n_dof >= x, weights=weight)]
    formula = [np.exp(-x), gammaincc((n_dof + 1) / 2, x),
               gammaincc((n_dof + 1) / 2, n_dof * x)]
    worst_thermal = max(worst_thermal,
                        np.max(np.abs(np.array(sampled) - formula)))
assert worst_thermal < 5e-3      # sampling error is below 0.0015
accepted = k_total >= 6.0
share_sampled = np.average(1 - k_along[accepted] / k_total[accepted],
                           weights=weight[accepted])
share_formula = (n_dof - 1) / (n_dof + 1)
assert abs(share_sampled - share_formula) < 3e-3
del velocity

# ---- Long-time populations with directions randomized at fixed energy ----
f_pop, e_pop, gap_pop = 20, 10.0, 2.0


def long_time_upper(full_scaling, n_walkers=10000, burn=50, keep=100):
    upper = np.zeros(n_walkers, dtype=bool)
    upper[::2] = True
    total = 0.0
    for step in range(burn + keep):
        direction = rng.normal(size=(n_walkers, f_pop))
        cosine2 = direction[:, 0]**2 / np.sum(direction**2, axis=1)
        k_now = e_pop - gap_pop * upper
        k_active = k_now * cosine2
        attempt = rng.random(n_walkers) < np.sqrt(k_active / e_pop)
        purse = k_now if full_scaling else k_active
        upper = upper ^ (attempt & (upper | (purse >= gap_pop)))
        if step >= burn:
            total += upper.mean()
    return total / keep


pop_along = long_time_upper(False)
pop_full = long_time_upper(True)
ratio_along = (1 - gap_pop / e_pop)**((f_pop - 2) / 2)
ratio_full = (1 - gap_pop / e_pop)**(-0.5)
pop_along_formula = ratio_along / (1 + ratio_along)
pop_full_formula = ratio_full / (1 + ratio_full)
assert abs(pop_along - pop_along_formula) < 6e-3
assert abs(pop_full - pop_full_formula) < 6e-3

# ---- Two-state avoided crossing, atomic units ----
v_inf, steepness, c_zero, c_width, mass = 0.01, 1.6, 0.005, 1.0, 2000.0
k_start = 0.012
x_start = -4.0


def crossing(pos):
    decay = np.exp(-steepness * np.abs(pos))
    diag = v_inf * np.sign(pos) * (1 - decay)
    off = c_zero * np.exp(-c_width * pos**2)
    return (diag, off, v_inf * steepness * decay,
            -2 * c_width * pos * off, np.sqrt(diag**2 + off**2))


# ---- Fewest-switches trajectories; free spectators enter by kinetic energy ----
group_size = 3000
spectators = [0, 1, 3, 10, 30, 30]
rule_full = [True, True, True, True, True, False]
n_spec = np.repeat(spectators, group_size)
is_full = np.repeat(rule_full, group_size)
n_traj = len(n_spec)
k_spec = kt_au * rng.gamma(np.maximum(1.5 * n_spec, 0.5)) * (n_spec > 0)
k_spec_initial = k_spec.copy()
pos = np.full(n_traj, x_start)
vel = np.full(n_traj, np.sqrt(2 * k_start / mass))
surface = -np.ones(n_traj)       # -1 lower, +1 upper
diag, off, d_diag, d_off, half_gap = crossing(pos)
angle = np.arctan2(off, diag)
amp1 = -np.sin(angle / 2) + 0j
amp2 = np.cos(angle / 2) + 0j
energy_initial = 0.5 * mass * vel**2 - half_gap + k_spec
active_initial = energy_initial[0] - k_spec[0]
tried = np.zeros(n_traj, dtype=bool)
first_accepted = np.zeros(n_traj, dtype=bool)
first_deficit = np.zeros(n_traj)
ever_up = np.zeros(n_traj, dtype=bool)
flux_sum = np.zeros(n_traj)
dt = 5.0
for _ in range(1600):
    slope = (diag * d_diag + off * d_off) / half_gap
    vel = vel - 0.5 * dt * surface * slope / mass
    m_diag, m_off, _, _, m_half = crossing(pos + 0.5 * dt * vel)
    cosine = np.cos(m_half * dt)
    sine = -1j * np.sin(m_half * dt) / m_half
    amp1, amp2 = (cosine * amp1 + sine * (m_diag * amp1 + m_off * amp2),
                  cosine * amp2 + sine * (m_off * amp1 - m_diag * amp2))
    pos = pos + dt * vel
    diag, off, d_diag, d_off, half_gap = crossing(pos)
    slope = (diag * d_diag + off * d_off) / half_gap
    vel = vel - 0.5 * dt * surface * slope / mass
    angle = np.arctan2(off, diag)
    cos_h, sin_h = np.cos(angle / 2), np.sin(angle / 2)
    amp_up = cos_h * amp1 + sin_h * amp2
    amp_low = -sin_h * amp1 + cos_h * amp2
    angle_slope = (diag * d_off - off * d_diag) / half_gap**2
    flux = dt * vel * angle_slope * np.real(np.conj(amp_up) * amp_low)
    flux_sum += flux
    occupied = np.where(surface < 0, np.abs(amp_low)**2, np.abs(amp_up)**2)
    hop_probability = -surface * flux / np.maximum(occupied, 1e-30)
    for i in np.flatnonzero(rng.random(n_traj) < hop_probability):
        upward = surface[i] < 0
        cost = -surface[i] * 2 * half_gap[i]
        k_active = 0.5 * mass * vel[i]**2
        purse = k_active + k_spec[i] if is_full[i] else k_active
        allowed = purse >= cost
        if upward and not tried[i]:
            tried[i] = True
            first_accepted[i] = allowed
            first_deficit[i] = cost - k_active
        if allowed:
            scale2 = 1 - cost / purse
            vel[i] *= np.sqrt(scale2)
            if is_full[i]:
                k_spec[i] *= scale2
            surface[i] = -surface[i]
            ever_up[i] |= upward

energy_final = 0.5 * mass * vel**2 + surface * half_gap + k_spec
energy_drift = np.max(np.abs(energy_final - energy_initial))
assert energy_drift < 2e-5
# Riemann sum of the population flux must reproduce the upper population
assert np.max(np.abs(flux_sum - np.abs(amp_up)**2)) < 0.03
assert np.all(first_deficit[tried] > 0)

tried_all = tried.mean()
rows = []
for g in range(len(spectators)):
    here = np.arange(n_traj) // group_size == g
    tried_here = tried[here].mean()
    assert (abs(tried_here - tried_all)
            < 5 * np.sqrt(tried_all * (1 - tried_all) / group_size))
    seen = first_accepted[here & tried].mean()
    if rule_full[g] and spectators[g] > 0:
        deficits = first_deficit[tried & ~here]
        predicted = gammaincc(1.5 * spectators[g], deficits / kt_au).mean()
        count = np.sum(here & tried)
        # five binomial standard errors plus the error of the pooled average
        assert (abs(seen - predicted)
                < 5 * np.sqrt(predicted * (1 - predicted) / count) + 0.01)
    else:
        predicted = 0.0          # every attempt lacks active energy
        assert seen == 0 and not np.any(ever_up[here])
    rows.append((tried_here, seen, predicted, ever_up[here].mean(),
                 np.mean(surface[here] > 0)))
assert rows[4][3] > 2 * rows[1][3]
assert np.array_equal(k_spec[~is_full], k_spec_initial[~is_full])
escaped = (n_spec == 30) & is_full & (surface > 0) & (np.abs(pos) > 3)
assert escaped.sum() > 20
donated = np.mean(k_spec_initial[escaped] - k_spec[escaped])
assert donated > 0.0075

# ---- Quantum wave packet on the same active Hamiltonian ----
n_grid, box = 1024, 100.0
grid = (np.arange(n_grid) - n_grid / 2) * box / n_grid
dx = box / n_grid
wave_k = 2 * np.pi * np.fft.fftfreq(n_grid, dx)
k_mean, k_sigma = np.sqrt(2 * mass * k_start), 0.35
packet = np.exp(-((grid + 12) * k_sigma)**2 + 1j * k_mean * grid)
psi = np.array([packet, np.zeros(n_grid)], dtype=complex)
psi /= np.sqrt(np.sum(np.abs(psi)**2) * dx)
g_diag, g_off, _, _, g_half = crossing(grid)
dt_q = 5.0
c_q = np.cos(g_half * dt_q / 2)
s_q = -1j * np.sin(g_half * dt_q / 2) / g_half
kinetic_phase = np.exp(-1j * wave_k**2 * dt_q / (2 * mass))
g_angle = np.arctan2(g_off, g_diag)


def potential_half_step(state):
    return np.array([
        c_q * state[0] + s_q * (g_diag * state[0] + g_off * state[1]),
        c_q * state[1] + s_q * (g_off * state[0] - g_diag * state[1])])


quantum_peak = 0.0
for step in range(2000):
    psi = potential_half_step(psi)
    psi = np.fft.ifft(kinetic_phase * np.fft.fft(psi, axis=1), axis=1)
    psi = potential_half_step(psi)
    if step % 20 == 19:
        up = np.cos(g_angle / 2) * psi[0] + np.sin(g_angle / 2) * psi[1]
        quantum_final = np.sum(np.abs(up)**2) * dx
        quantum_peak = max(quantum_peak, quantum_final)
assert abs(np.sum(np.abs(psi)**2) * dx - 1) < 1e-8
assert quantum_final < 1e-3 and quantum_peak > 10 * quantum_final

# ---- Worked example and printed results ----
gap_ev, attempt_rate = 0.30, 1.0
x_gap = gap_ev / kt_ev
print(f"Temperature {temperature:.0f} K; kT = {kt_ev:.6f} eV")
print(f"Gap = {gap_ev:.2f} eV; gap/kT = {x_gap:.4f}")
print(f"Attempt rate = {attempt_rate:.1f} per ps")
print(f"Accepted fraction along d, any size = {np.exp(-x_gap):.4e}")
print(f"Mean wait along d = {1e-3 / (attempt_rate * np.exp(-x_gap)):.1f} ns")
print("Thermal model: N spectators, f, full scaling, K/f test, rate per ps")
for n in (0, 1, 3, 10, 30, 100):
    f = 1 + 3 * n
    full = gammaincc((f + 1) / 2, x_gap)
    reduced = gammaincc((f + 1) / 2, f * x_gap)
    print(f"  N={n:3d} f={f:3d} full={full:.4e} K/f={reduced:.3e}"
          f" full-scaling rate={attempt_rate * full:.4e}")
k_active_ev = 0.05
print(f"One hop: active kinetic energy = {k_active_ev:.3f} eV")
for n in (10, 100):
    ks = 1.5 * n * kt_ev
    s2 = 1 - gap_ev / (k_active_ev + ks)
    print(f"  N={n}: spectator energy={ks:.4f} eV, s={np.sqrt(s2):.4f},"
          f" donated={ks * (1 - s2):.4f} eV")
    print(f"    spectator temperature after hop={temperature * s2:.1f} K,"
          f" loss per atom={1000 * ks * (1 - s2) / n:.2f} meV")
print(f"Sampling test f={n_dof}: largest fraction error={worst_thermal:.5f}")
print(f"Share paid by other motion: sampled={share_sampled:.4f},"
      f" formula={share_formula:.4f}")
print(f"Population model: f={f_pop}, E={e_pop:.0f}, gap={gap_pop:.0f}"
      " (same energy unit)")
print(f"  upper population along d: sampled={pop_along:.4f},"
      f" formula={pop_along_formula:.4f}")
print(f"  upper population full: sampled={pop_full:.4f},"
      f" formula={pop_full_formula:.4f}")
print(f"  upper/lower ratio formula: along d={ratio_along:.4f},"
      f" full={ratio_full:.4f}")
print(f"Crossing: A={v_inf} hartree, B={steepness} per bohr,"
      f" C={c_zero} hartree")
print(f"  D={c_width} per bohr^2, mass={mass:.0f} electron masses")
print(f"  start at {x_start:.1f} bohr, kinetic energy={k_start:.4f} hartree")
print(f"  active total energy={active_initial:.5f} hartree,"
      f" upper asymptote={v_inf:.5f} hartree")
print(f"  trajectories per row={group_size}, kT={kt_au:.6f} hartree")
print("Columns: tried up, first try accepted, predicted, ever up, final up")
for n, full, row in zip(spectators, rule_full, rows):
    name = "full   " if full else "along d"
    print(f"  {name} N={n:2d} " + " ".join(f"{value:.4f}" for value in row))
print(f"Mean spectator donation, upper escapes, N=30: {donated:.5f} hartree"
      f" = {donated * hartree_ev:.3f} eV")
print(f"Largest total-energy drift = {energy_drift:.2e} hartree")
print(f"Wave packet: mean k={k_mean:.3f}, k spread={k_sigma:.2f} per bohr")
print(f"  upper population: peak={quantum_peak:.4f},"
      f" final={quantum_final:.2e}")
print("checks complete")
```

Output:

```
Temperature 300 K; kT = 0.025852 eV
Gap = 0.30 eV; gap/kT = 11.6045
Attempt rate = 1.0 per ps
Accepted fraction along d, any size = 9.1248e-06
Mean wait along d = 109.6 ns
Thermal model: N spectators, f, full scaling, K/f test, rate per ps
  N=  0 f=  1 full=9.1248e-06 K/f=9.125e-06 full-scaling rate=9.1248e-06
  N=  1 f=  4 full=3.0788e-04 K/f=1.703e-18 full-scaling rate=3.0788e-04
  N=  3 f= 10 full=1.6513e-02 K/f=1.553e-43 full-scaling rate=1.6513e-02
  N= 10 f= 31 full=8.7160e-01 K/f=1.020e-130 full-scaling rate=8.7160e-01
  N= 30 f= 91 full=1.0000e+00 K/f=0.000e+00 full-scaling rate=1.0000e+00
  N=100 f=301 full=1.0000e+00 K/f=0.000e+00 full-scaling rate=1.0000e+00
One hop: active kinetic energy = 0.050 eV
  N=10: spectator energy=0.3878 eV, s=0.5610, donated=0.2657 eV
    spectator temperature after hop=94.4 K, loss per atom=26.57 meV
  N=100: spectator energy=3.8778 eV, s=0.9611, donated=0.2962 eV
    spectator temperature after hop=277.1 K, loss per atom=2.96 meV
Sampling test f=15: largest fraction error=0.00103
Share paid by other motion: sampled=0.8751, formula=0.8750
Population model: f=20, E=10, gap=2 (same energy unit)
  upper population along d: sampled=0.1182, formula=0.1183
  upper population full: sampled=0.5283, formula=0.5279
  upper/lower ratio formula: along d=0.1342, full=1.1180
Crossing: A=0.01 hartree, B=1.6 per bohr, C=0.005 hartree
  D=1.0 per bohr^2, mass=2000 electron masses
  start at -4.0 bohr, kinetic energy=0.0120 hartree
  active total energy=0.00202 hartree, upper asymptote=0.01000 hartree
  trajectories per row=3000, kT=0.000950 hartree
Columns: tried up, first try accepted, predicted, ever up, final up
  full    N= 0 0.2117 0.0000 0.0000 0.0000 0.0000
  full    N= 1 0.1883 0.0690 0.0634 0.0133 0.0003
  full    N= 3 0.2030 0.5337 0.5506 0.1100 0.0020
  full    N=10 0.2067 0.9984 0.9990 0.2063 0.0420
  full    N=30 0.2077 1.0000 1.0000 0.2077 0.0913
  along d N=30 0.2013 0.0000 0.0000 0.0000 0.0000
Mean spectator donation, upper escapes, N=30: 0.01078 hartree = 0.293 eV
Largest total-energy drift = 1.36e-06 hartree
Wave packet: mean k=6.928, k spread=0.35 per bohr
  upper population: peak=0.0251, final=7.63e-05
checks complete
```
